# Electron attenuation length from ballistic-emission currents through two metal films

## Problem

In ballistic-electron emission microscopy, a tip injects electrons by tunnelling into a thin metal film on a semiconductor. Electrons that cross the film without losing their energy or direction can pass over the Schottky barrier, and they form the collector current.

Two films of the same metal on the same semiconductor have thicknesses $d_1=10$ nm and $d_2=20$ nm. At the same tip current, tip bias and temperature, their collector currents are $I_1=20$ pA and $I_2=4$ pA, with the background already subtracted. Find the effective attenuation length $\lambda$, defined as the thickness, measured along the film normal, over which the current falls by a factor $e$. Then find how far the answer can be trusted.

Write $\Delta=d_2-d_1=10$ nm and $r=I_1/I_2=5$. Both films are assumed uniform, with the same barrier and the same interface transmission. Any scattering event is assumed to remove the electron from the collected current, and reflections between the film faces are at first neglected.

## First estimate by scaling

The loss per unit thickness should be proportional to the current still present, with $1/\lambda$ as the constant of proportionality:

$$
\frac{\text{current lost}}{\text{thickness added}}\sim\frac{\text{typical current}}{\lambda}.
$$

The current lost is $I_1-I_2=16$ pA over 10 nm. Taking the arithmetic mean, $(20+4)/2=12$ pA, as the typical current gives

$$
\lambda_{\rm a}=\Delta\,\frac{(I_1+I_2)/2}{I_1-I_2}
=10\ \text{nm}\times\frac{12}{16}=7.5\ \text{nm}.
$$

The geometric mean, $\sqrt{20\times4}=8.94$ pA, is an equally reasonable choice and gives

$$
\lambda_{\rm g}=\Delta\,\frac{\sqrt{I_1I_2}}{I_1-I_2}
=10\ \text{nm}\times\frac{8.94}{16}=5.6\ \text{nm}.
$$

Scaling thus places $\lambda$ at several nanometres. The two values differ because the current changes greatly across the interval, so no single "typical" current is obvious.

## Exact solution of the model

Let $I(x)$ be the current that would be collected through a film of thickness $x$. An extra slice $dx$ removes the fraction $dx/\lambda$, so

$$
dI=-I\,\frac{dx}{\lambda},\qquad \frac{dI}{I}=-\frac{dx}{\lambda}.
$$

The minus sign expresses loss. Integration from zero thickness, where the extrapolated current is $I_0$, to thickness $d$ gives

$$
\ln\frac{I(d)}{I_0}=-\frac{d}{\lambda},\qquad I(d)=I_0e^{-d/\lambda}.
$$

The unknown $I_0$ contains the injected current and the interface transmission. It cancels in the ratio because it is the same for both films:

$$
r=\frac{I_0e^{-d_1/\lambda}}{I_0e^{-d_2/\lambda}}
=e^{(d_2-d_1)/\lambda}=e^{\Delta/\lambda}.
$$

Taking the natural logarithm and solving for $\lambda$,

$$
\boxed{\lambda=\frac{\Delta}{\ln r}}
=\frac{10\ \text{nm}}{\ln5}=\frac{10\ \text{nm}}{1.6094}=6.21\ \text{nm}.
$$

In the other common unit this is about 62 Å. A numerical solution of the loss equation, with $\lambda$ adjusted until the current falls fivefold over 10 nm, gives the same 6.213 nm.

The current halves when $e^{-x/\lambda}=1/2$, that is, over $x=\lambda\ln2=4.31$ nm. The extrapolated current is $I_0=I_1e^{d_1/\lambda}=20\times5=100$ pA, since here $d_1=\Delta$. This is not the tip current, because it already includes the losses at the interface.

Two points can always be joined by an exponential when both currents are positive and the second is smaller, so they do not test the law. A third film can. At the midpoint, 15 nm, the exponential predicts

$$
I_1e^{-\Delta/(2\lambda)}=\frac{I_1}{\sqrt r}=\sqrt{I_1I_2}=8.94\ \text{pA},
$$

whereas a straight line would give 12 pA.

## Comparison of the estimate and the solution

Relative to 6.21 nm, the arithmetic-mean estimate is about 21 % high and the geometric-mean estimate about 10 % low. To see why, set $u=\Delta/(2\lambda)$, so that $r=e^{2u}$. Dividing numerator and denominator by $e^u$ gives

$$
\lambda_{\rm a}=\frac{\Delta}{2}\,\frac{r+1}{r-1}
=\frac{\Delta}{2}\,\frac{e^u+e^{-u}}{e^u-e^{-u}}
=\lambda\,u\coth u,
$$

$$
\lambda_{\rm g}=\Delta\frac{\sqrt r}{r-1}
=\frac{\Delta}{e^u-e^{-u}}
=\lambda\,\frac{u}{\sinh u}.
$$

For $u>0$, $\tanh u<u<\sinh u$. Hence $\lambda_{\rm g}<\lambda<\lambda_{\rm a}$: within the exponential model, the two estimates bracket the solution.

For closely spaced thicknesses, $u\ll1$, the expansions are

$$
u\coth u\simeq1+\frac{u^2}{3},\qquad
\frac{u}{\sinh u}\simeq1-\frac{u^2}{6},
$$

and both estimates approach $\lambda$. Here $u=1.6094/2=0.805$, so the leading errors are $+22$ % and $-11$ %, close to those found. In the opposite limit, $u\gg1$, $\lambda_{\rm a}$ tends to $\Delta/2$ whatever the value of $\lambda$. The arithmetic estimate then reports the spacing of the films and no longer the attenuation.

## What the length means

Suppose elastic and inelastic events are independent and each removes an electron. In a path element $ds$ the loss probabilities are $ds/\lambda_{\rm el}$ and $ds/\lambda_{\rm in}$. To first order in $ds$ they add, so the path length between losses obeys

$$
\frac1{\lambda_{\rm path}}=\frac1{\lambda_{\rm el}}+\frac1{\lambda_{\rm in}}.
$$

Two currents at one bias fix the sum, not its two parts. The collected electrons also span a range of energies, from the barrier to the tip bias, and the inelastic length shortens as the energy rises. The measured length is therefore a weighted average, and the decay is only approximately exponential. If elastic scattering sends electrons back into the collected directions, the assumption that every event is a loss fails.

An electron travelling at angle $\theta$ to the normal covers a path $d/\cos\theta$ in a film of thickness $d$. Its survival probability is $e^{-d/(\lambda_{\rm path}\cos\theta)}$, and comparison with $e^{-d/\lambda}$ gives

$$
\lambda=\lambda_{\rm path}\cos\theta .
$$

If the interface transmissions $T_1$ and $T_2$ differ, the ratio becomes $r=(T_1/T_2)e^{\Delta/\lambda}$. Multiplying by $T_2/T_1$ before taking the logarithm gives

$$
\lambda=\frac{\Delta}{\ln(rT_2/T_1)}.
$$

These relations were tested by random removal of electrons, slice by slice, with $\lambda_{\rm el}=15$ nm and $\lambda_{\rm in}=12$ nm, in films of 10 and 20 nm. For normal tracks and a transmission of 5 % in both films, the formula gives 6.667 nm and the counted electrons give 6.666 nm. Using the 10 nm film alone, with the injected number in place of $I_0$, gives 2.22 nm, because the interface loss is then mistaken for loss in the metal. For tracks at 45° and transmissions of 5 % and 4.5 %, the formula gives 4.714 nm and the corrected count 4.713 nm. Without the transmission correction the count gives 4.490 nm.

## Corrections from the electron paths

Take a gold-like film on n-type (100) silicon, with rough typical values: Fermi energy $E_F=5.5$ eV, barrier $\phi=0.8$ eV and transverse mass $m_t=0.19\,m$, where $m$ is the free-electron mass. The tip bias is $V=1.2$ V. In a free-electron metal, the most energetic injected electron has kinetic energy $E_F+eV=6.7$ eV and wavevector $k$, with $\hbar^2k^2/(2m)=E_F+eV$.

At a smooth interface the parallel wavevector $k\sin\theta$ is conserved. For the silicon valleys centred at zero parallel wavevector, the lateral energy cannot exceed the energy above the barrier:

$$
\frac{\hbar^2k^2\sin^2\theta}{2m_t}\le eV-\phi .
$$

Substituting $\hbar^2k^2=2m(E_F+eV)$ gives the limiting angle

$$
\sin^2\theta_c=\frac{m_t}{m}\,\frac{eV-\phi}{E_F+eV}
=0.19\times\frac{0.4}{6.7}=0.0113,\qquad \theta_c=6.1^\circ .
$$

If electrons fill this cone uniformly, the flux weight is $\sin\theta\cos\theta\,d\theta\simeq\theta\,d\theta$. Then

$$
\langle\theta^2\rangle=\frac{\int_0^{\theta_c}\theta^3d\theta}{\int_0^{\theta_c}\theta\,d\theta}
=\frac{\theta_c^4/4}{\theta_c^2/2}=\frac{\theta_c^2}{2},
\qquad
\left\langle\frac1{\cos\theta}\right\rangle\simeq1+\frac{\langle\theta^2\rangle}{2}
=1+\frac{\theta_c^2}{4}.
$$

The path length between losses therefore exceeds $\lambda$ by about 0.3 %. Numerical integration over the cone gives 6.231 nm, a negligible change as long as only these central valleys collect electrons. Real gold films are often (111)-textured, and a band gap then excludes propagation close to the normal at these energies, so this narrow cone does not describe them.

Silicon also has valleys centred at large parallel wavevector. Take these valleys at a parallel wavevector of roughly 9.8 nm⁻¹. The energy of 6.7 eV gives $k\simeq13.3$ nm⁻¹, so matching the valley centre requires $\sin\theta\simeq9.8/13.3\simeq0.74$, a track at about 48°. At 0.4 eV above the barrier the valleys have a finite width, so they also accept tracks well to either side of this angle: from about 30° to 77° for parabolic valleys with a longitudinal mass near $0.92\,m$. If all collected electrons followed tracks at 48°, the same measured $\lambda$ would mean $\lambda_{\rm path}=6.21/\cos48^\circ\simeq9.3$ nm. The attenuation length along the normal would be unchanged, but its reading as a mean free path would change by half. With the whole range of angles the decay is no longer a single exponential: uniform filling of these parabolic valleys gives $\lambda_{\rm path}\simeq8.9$ nm and an extrapolated current of about 114 pA instead of 100 pA. Tunnelling favours small parallel wavevectors, so such slanted tracks mostly require scattering, which the simple model counts as loss.

Repeated reflections also add current. Consider normal tracks, perfect reflection at both faces and so small a transmission that it hardly depletes the electrons. Arrivals at the interface occur after 1, 3, 5, … crossings. With $x=d_1/\lambda$, adding intensities without interference gives for the thinner film

$$
e^{-x}+e^{-3x}+\cdots=\frac{e^{-x}}{1-e^{-2x}}=\frac1{2\sinh x}.
$$

Since $d_2=2d_1$, the thicker film has $2x$ in place of $x$, and

$$
r=\frac{\sinh2x}{\sinh x}=2\cosh x,\qquad
\lambda=\frac{d_1}{\operatorname{arccosh}(r/2)}=6.38\ \text{nm}.
$$

This is an upper bound for any common reflection product $R$ between 0 and 1. With $b=e^{-2x}$, the ratio is $e^x(1-Rb^2)/(1-Rb)$. The derivative of its logarithm with respect to $R$ is

$$
\frac{b}{1-Rb}-\frac{b^2}{1-Rb^2}
=\frac{b(1-b)}{(1-Rb)(1-Rb^2)}>0 .
$$

Partial reflection therefore gives a smaller ratio than $2\cosh x$ at the same $x$. Since the ratio rises with $x$, reaching $r=5$ needs a larger $x$, hence a smaller $\lambda$. The correction is at most 2.7 % of 6.21 nm in this model.

## Corrections from the diode

At 300 K the diode itself disturbs a picoampere measurement. Let its area be $A=0.01$ cm² and, as a chosen input, its Richardson constant $A^*=112$ A/(cm² K²). The ideal thermionic law is

$$
I_D=I_s\left(e^{eU/k_BT}-1\right),\qquad
I_s=AA^*T^2e^{-\phi/k_BT}=3.66\ \text{nA},
$$

where $U$ is the voltage across the diode. The slope at $U=0$ is $eI_s/(k_BT)$, so the zero-bias resistance is $R_0=k_BT/(eI_s)=7.05$ MΩ.

An amplifier offset of only 10 µV drives $10\ \mu\text{V}/7.05\ \text{M}\Omega=1.42$ pA. An offset can have either sign. Had this leakage remained in both readings and lowered them, the true result would be about 7.3 nm; had it raised them, the true result would be

$$
\lambda=\frac{10\ \text{nm}}{\ln[(20-1.42)/(4-1.42)]}=5.07\ \text{nm}.
$$

A constant background matters because it is a much larger fraction of the smaller current. It can be measured with the tip bias below the barrier threshold and subtracted, provided that it does not drift.

Subtraction does not remove random noise. The thermal noise of $R_0$ in a bandwidth $B=100$ Hz is

$$
\sigma_I=\sqrt{4k_BTB/R_0}=0.48\ \text{pA},
$$

which is about 2.4 % of $I_1$ and 12 % of $I_2$.

## Uncertainty of the answer

From $\ln\lambda=\ln\Delta-\ln(\ln r)$, small changes obey

$$
\frac{\delta\lambda}{\lambda}=\frac{\delta\Delta}{\Delta}-\frac{\delta(\ln r)}{\ln r},
\qquad
\delta(\ln r)=\frac{\delta I_1}{I_1}-\frac{\delta I_2}{I_2}.
$$

For independent errors the squares add. A thickness error of 0.5 nm in each film gives $\sqrt2\times0.5/10=7.1$ %. The current noise gives, with the unrounded $\sigma_I$,

$$
\frac{\sqrt{(\sigma_I/I_1)^2+(\sigma_I/I_2)^2}}{\ln5}=7.7\ \%.
$$

Adding the squares of the unrounded parts gives a total of 10.4 % of $\lambda$, or 0.65 nm. Random sampling of Gaussian errors of these sizes also gives a spread of 0.65 nm. Noise in a separately measured background would add to this. For the stated errors, with the uncertainty rounded up, the result is

$$
\lambda=6.2\pm0.7\ \text{nm}.
$$

The spacing of the films involves a compromise. At fixed $I_1$, and keeping only the noise of the weaker current, the noise part of $\delta\lambda/\lambda$ is proportional to $e^v/v$, where $v=\Delta/\lambda$. Its derivative, $e^v(v-1)/v^2$, vanishes at $v=1$, which is the minimum. The thickness part falls as $1/v$, so the best total lies at a larger $v$, about 1.7 for the errors stated here. The present films have $v=1.61$.

## The real case

The barrier and the picoampere currents are in the usual range for gold on n-type silicon. The deduced length is short for gold, for which values somewhat above 10 nm are roughly typical at such energies; it should be read as the result of the posed currents, not as a property of gold. Real gold–silicon interfaces can intermix, so equal transmission is a doubtful assumption. If the thicker film transmitted 10 % less, the same currents would give $10\ \text{nm}/\ln(0.9\times5)=6.65$ nm, a shift of 7 % and comparable with either random error. Several films of each thickness help to expose random differences between films, but not a transmission that changes systematically with thickness. Cooling the diode, at fixed barrier, lowers $I_s$ and with it the thermionic part of the leakage and thermal noise. In a real diode the gain ends once edge or shunt leakage, or the amplifier's own noise, takes over.

## Computed results

```
film thicknesses: 10 and 20 nm
collector currents: 20 and 4 pA
current ratio: 5.00; its natural log: 1.6094
attenuation length: 6.213 nm = 62.1 angstrom
same from numerical loss equation: 6.213 nm
thickness that halves the current: 4.31 nm
predicted current at 15 nm: 8.94 pA
current extrapolated to zero thickness: 100 pA
-- random slice-by-slice test --
elastic, inelastic lengths: 15, 12 nm
combined length, formula: 6.667 nm
combined length, counted from two films: 6.666 nm
wrong value from one film, I0 = injected: 2.22 nm
45 degree tracks, formula: 4.714 nm
45 degree tracks, counted and corrected: 4.713 nm
same without transmission correction: 4.490 nm
-- neglected effects in the example --
Fermi energy, barrier: 5.5, 0.8 eV
tip bias: 1.2 V; transverse mass: 0.19 m_e
acceptance cone half-angle: 6.11 degrees
length with cone of paths: 6.231 nm
off-axis valley track angle: 47.9 degrees
path length between losses at that angle: 9.26 nm
length with perfect repeated reflection: 6.382 nm
length if thicker film transmits 10 % less: 6.65 nm
temperature: 300 K; diode area: 0.01 cm2
Richardson constant: 112 A/(cm2 K2)
diode saturation current: 3.66 nA
zero-bias resistance: 7.05 Mohm
rms thermal noise in 100 Hz: 0.48 pA
leakage from 10 microvolt offset: 1.42 pA
length if that leakage was in both readings and is removed: 5.07 nm
thickness error per film: 0.5 nm
relative error from thickness: 7.1 %
relative error from current noise: 7.7 %
error of attenuation length, formula: 0.65 nm
error of attenuation length, sampled: 0.65 nm
```
